# Coherent strain energy of NiSi2 on silicon against a reaction driving force: test program

```python
"""Coherent strain energy of NiSi2 on silicon against a 1 kJ/mol driving force.

Result under test: W = V_m * M * eps**2 per mole of NiSi2 formula units.
  V_m : stress-free molar volume      eps : in-plane film strain
  M   : biaxial modulus, (001): C11 + C12 - 2 C12^2/C11
                         (111): 6 C44 K3/(K3 + 4 C44), K3 = C11 + 2 C12
Elastic constants, expansion coefficients, pressure derivative of the bulk
modulus and excess interface energy are rough typical inputs.
SI units are used inside the program unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

# ---------------- inputs ----------------
a_si = const.physical_constants["lattice parameter of silicon"][0]
mismatch = 0.0046
C11, C12, C44 = 210e9, 120e9, 65e9
drive = 1000.0                      # J per mole of formula units
alpha_si, alpha_film = 4e-6, 12e-6  # 1/K, rough means over the range
T_room, T_hot = 300.0, 1000.0
B_prime = 4.0
gamma_excess = 0.5                  # J/m^2
h_film, h_wafer, h_thick = 10e-9, 0.7e-3, 100e-9

# ---------------- derived formulas ----------------
a_film = a_si * (1 - mismatch)
eps = a_si / a_film - 1
V_m = const.N_A * a_film**3 / 4
K3 = C11 + 2 * C12
M001 = C11 + C12 - 2 * C12**2 / C11
M111 = 6 * C44 * K3 / (K3 + 4 * C44)
normal001 = -2 * C12 / C11 * eps
normal111 = -2 * (K3 - 2 * C44) / (K3 + 4 * C44) * eps
W001, W111 = V_m * M001 * eps**2, V_m * M111 * eps**2
W_clamped = V_m * 1.5 * K3 * eps**2

# ---------------- test: full tensor minimization ----------------
I3 = np.eye(3)
same = np.zeros((3, 3, 3, 3))
for i in range(3):
    same[i, i, i, i] = 1.0
stiffness = (C12 * np.einsum("ij,kl->ijkl", I3, I3)
             + C44 * (np.einsum("ik,jl->ijkl", I3, I3)
                      + np.einsum("il,jk->ijkl", I3, I3))
             + (C11 - C12 - 2 * C44) * same)


def energy_density(strain):
    return 0.5 * np.einsum("ij,ijkl,kl->", strain, stiffness, strain)


def relaxed_film(axes):
    """Minimize over the three strain components left free by the wafer."""
    def scaled_energy(x):
        film = eps * np.array([[1, 0, x[0]], [0, 1, x[1]],
                               [x[0], x[1], x[2]]])
        return energy_density(axes.T @ film @ axes) / (1e11 * eps**2)
    best = minimize(scaled_energy, [0.2, -0.1, 0.3], method="BFGS",
                    options={"gtol": 1e-6})
    return best.fun * 1e11 * eps**2, best.x * eps


axes111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], dtype=float)
axes111 /= np.linalg.norm(axes111, axis=1)[:, None]
for axes, W, normal in ((I3, W001, normal001), (axes111, W111, normal111)):
    density, free = relaxed_film(axes)
    assert abs(density * V_m / W - 1) < 1e-6
    assert abs(free[2] - normal) < 1e-4 * eps
    assert max(abs(free[:2])) < 1e-4 * eps
assert abs(energy_density(eps * I3) * V_m / W_clamped - 1) < 1e-10
assert max(W001, W111, W_clamped) < drive

# ---------------- heating ----------------


def strain_at(T):
    dT = T - T_room
    return (1 + eps) * (1 + alpha_si * dT) / (1 + alpha_film * dT) - 1


T_match = brentq(strain_at, T_room, 2000.0)
T_match_linear = T_room + eps / (alpha_film - alpha_si)
assert abs(T_match - T_match_linear) < 0.01 * (T_match - T_room)
eps_hot = strain_at(T_hot)

# ---------------- misfit dislocations, (001) wafer ----------------
burgers = a_si / np.sqrt(2)


def line_energy(h):
    return C44 * burgers**2 / (4 * np.pi) * (np.log(h / burgers) + 1)


def line_energy_integrated(h):
    """Screw field energy from core radius b/e to h, in u = ln(r)."""
    def shell(u):
        r = np.exp(u)
        shear = burgers / (2 * np.pi * r)
        return 0.5 * C44 * shear**2 * 2 * np.pi * r * r
    return quad(shell, np.log(burgers / np.e), np.log(h))[0]


h_crit = brentq(lambda h: M001 * eps * burgers * h / 2 - line_energy(h),
                1e-9, 1e-6)


def best_relaxation(h):
    """Relaxed fraction of the misfit and lowest energy per film volume."""
    fraction = np.linspace(0, 1, 4001)
    density = fraction * eps / (burgers / 2)
    total = (M001 * (eps - density * burgers / 2)**2
             + 2 * density * line_energy_integrated(h) / h)
    k = np.argmin(total)
    return fraction[k], total[k]


assert best_relaxation(0.97 * h_crit)[0] == 0
assert best_relaxation(1.03 * h_crit)[0] > 0
assert h_film < h_crit < h_thick
relaxed_fraction, thick_density = best_relaxation(h_thick)
W_thick = V_m * thick_density
assert W_thick < W001

# ---------------- anharmonic size, clamped film ----------------
B0 = K3 / 3


def pressure(v):
    """Pressure at V/V0 = v when the bulk modulus is B0 + B_prime * P."""
    return B0 / B_prime * (v**(-B_prime) - 1)


step = 1e-5
for v in (0.98, 1.0, 1.02):
    slope = (pressure(v + step) - pressure(v - step)) / (2 * step)
    assert abs(-v * slope / (B0 + B_prime * pressure(v)) - 1) < 1e-6
work = quad(lambda v: -pressure(v), 1.0, (1 + eps)**3, epsabs=0,
            epsrel=1e-11)[0]
anharmonic = work / (1.5 * K3 * eps**2) - 1
# The next order is of size 10 * eps**2, some two percent of this fraction.
assert abs(anharmonic / ((1 - B_prime) * eps) - 1) < 0.05

# ---------------- wafer compliance ----------------


def compliance_loss(ratio):
    """Energy fraction lost when a wafer of unit thickness may stretch, bend."""
    x, w = np.polynomial.legendre.leggauss(6)
    z = np.concatenate([(x + 1) / 2, 1 + ratio * (x + 1) / 2])
    weight = np.sqrt(np.concatenate([w / 2, ratio * w / 2]))
    misfit = np.concatenate([np.zeros(6), np.ones(6)])
    matrix = np.column_stack([np.ones(12), z]) * weight[:, None]
    p = np.linalg.lstsq(matrix, -misfit * weight, rcond=None)[0]
    return 1 - np.sum((matrix @ p + misfit * weight)**2) / ratio


# The next order in the thickness ratio is a few times the ratio itself.
assert abs(compliance_loss(1e-3) / 4e-3 - 1) < 0.02
wafer_loss = 4 * h_film / h_wafer

# ---------------- comparison ----------------
eps_cancel001 = np.sqrt(drive / (V_m * M001))
eps_cancel111 = np.sqrt(drive / (V_m * M111))
to_meV = 1000 / (const.N_A * const.e)
W_interface = V_m * gamma_excess / h_film


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Si lattice parameter", a_si * 1e9, "nm", 5)
show("Mismatch at room temperature (input)", mismatch * 100, "percent")
show("NiSi2 lattice parameter", a_film * 1e9, "nm", 5)
show("In-plane film strain", eps * 100, "percent")
show("Molar volume of NiSi2", V_m * 1e6, "cm3/mol")
show("C11 (rough input)", C11 / 1e9, "GPa")
show("C12 (rough input)", C12 / 1e9, "GPa")
show("C44 (rough input)", C44 / 1e9, "GPa")
show("Biaxial modulus (001)", M001 / 1e9, "GPa")
show("Biaxial modulus (111)", M111 / 1e9, "GPa")
show("Normal strain (001)", normal001 * 100, "percent", 3)
show("Normal strain (111)", normal111 * 100, "percent", 3)
show("Film stress (001)", M001 * eps / 1e9, "GPa", 3)
show("Film stress (111)", M111 * eps / 1e9, "GPa", 3)
show("Energy density (001)", M001 * eps**2 / 1e6, "MJ/m3", 3)
show("Energy density (111)", M111 * eps**2 / 1e6, "MJ/m3", 3)
show("Strain energy (001)", W001, "J/mol", 3)
show("Strain energy (111)", W111, "J/mol", 3)
show("Strain energy (001), converted", W001 * to_meV, "meV per NiSi2", 3)
show("Strain energy (111), converted", W111 * to_meV, "meV per NiSi2", 3)
show("Driving force (input)", drive, "J/mol")
show("Share of driving force (001)", 100 * W001 / drive, "percent", 3)
show("Share of driving force (111)", 100 * W111 / drive, "percent", 3)
show("Net driving force (001)", drive - W001, "J/mol", 3)
show("Net driving force (111)", drive - W111, "J/mol", 3)
show("Cancelling strain (001)", eps_cancel001 * 100, "percent", 3)
show("Cancelling strain (111)", eps_cancel111 * 100, "percent", 3)
show("Energy if clamped in three directions", W_clamped, "J/mol", 3)
show("Si expansion coefficient (rough input)", alpha_si * 1e6, "1e-6/K")
show("NiSi2 expansion coefficient (rough input)", alpha_film * 1e6, "1e-6/K")
show("Room temperature (input)", T_room, "K")
show("Temperature of zero mismatch", T_match, "K", 3)
show("Hot temperature (input)", T_hot, "K")
show("Film strain when hot", eps_hot * 100, "percent", 2)
show("Strain energy (001) when hot", V_m * M001 * eps_hot**2, "J/mol", 2)
show("Strain energy (111) when hot", V_m * M111 * eps_hot**2, "J/mol", 2)
show("Burgers vector length", burgers * 1e9, "nm", 3)
show("Critical thickness (001), rough", h_crit * 1e9, "nm", 2)
show("Thick film (input)", h_thick * 1e9, "nm")
show("Misfit relaxed in thick film", 100 * relaxed_fraction, "percent", 2)
show("Strain plus dislocation energy, thick film", W_thick, "J/mol", 2)
show("Film thickness (input)", h_film * 1e9, "nm")
show("Excess interface energy (rough input)", gamma_excess, "J/m2")
show("Interface cost at film thickness", W_interface, "J/mol", 3)
show("Thickness where interface cost equals driving force",
     V_m * gamma_excess / drive * 1e9, "nm", 3)
show("Thickness where interface cost equals strain cost (001)",
     gamma_excess / (M001 * eps**2) * 1e9, "nm", 3)
show("Pressure derivative of bulk modulus (rough input)", B_prime, "(no unit)")
show("Anharmonic change, clamped film", 100 * anharmonic, "percent", 2)
show("Wafer thickness (input)", h_wafer * 1e3, "mm")
show("Energy lost to wafer compliance", 100 * wafer_loss, "percent", 2)
print("finished without a failed check")
```

Running it gives:

```
Si lattice parameter: 0.5431 nm
Mismatch at room temperature (input): 0.46 percent
NiSi2 lattice parameter: 0.5406 nm
In-plane film strain: 0.4621 percent
Molar volume of NiSi2: 23.79 cm3/mol
C11 (rough input): 210 GPa
C12 (rough input): 120 GPa
C44 (rough input): 65 GPa
Biaxial modulus (001): 192.9 GPa
Biaxial modulus (111): 247.2 GPa
Normal strain (001): -0.528 percent
Normal strain (111): -0.417 percent
Film stress (001): 0.891 GPa
Film stress (111): 1.14 GPa
Energy density (001): 4.12 MJ/m3
Energy density (111): 5.28 MJ/m3
Strain energy (001): 98 J/mol
Strain energy (111): 126 J/mol
Strain energy (001), converted: 1.02 meV per NiSi2
Strain energy (111), converted: 1.3 meV per NiSi2
Driving force (input): 1000 J/mol
Share of driving force (001): 9.8 percent
Share of driving force (111): 12.6 percent
Net driving force (001): 902 J/mol
Net driving force (111): 874 J/mol
Cancelling strain (001): 1.48 percent
Cancelling strain (111): 1.3 percent
Energy if clamped in three directions: 343 J/mol
Si expansion coefficient (rough input): 4 1e-6/K
NiSi2 expansion coefficient (rough input): 12 1e-6/K
Room temperature (input): 300 K
Temperature of zero mismatch: 879 K
Hot temperature (input): 1000 K
Film strain when hot: -0.096 percent
Strain energy (001) when hot: 4.2 J/mol
Strain energy (111) when hot: 5.4 J/mol
Burgers vector length: 0.384 nm
Critical thickness (001), rough: 23 nm
Thick film (input): 100 nm
Misfit relaxed in thick film: 71 percent
Strain plus dislocation energy, thick film: 49 J/mol
Film thickness (input): 10 nm
Excess interface energy (rough input): 0.5 J/m2
Interface cost at film thickness: 1.19e+03 J/mol
Thickness where interface cost equals driving force: 11.9 nm
Thickness where interface cost equals strain cost (001): 121 nm
Pressure derivative of bulk modulus (rough input): 4 (no unit)
Anharmonic change, clamped film: -1.4 percent
Wafer thickness (input): 0.7 mm
Energy lost to wafer compliance: 0.0057 percent
finished without a failed check
```
